**Strain threshold for isolated stacking faults in a coherent (001) film**

Separate intrinsic faults can lower the energy of an initially perfect film only if the strain exceeds γ/(mMb), where γ is the fault energy, m the Schmid factor, M the biaxial modulus and b the partial Burgers length. The given values yield 0.29 percent. The program finds the allowed fault vectors from atomic distances in the diamond lattice and asserts that the best Schmid factors are √2/3 in tension and √2/6 in compression. It minimizes the cubic elastic energy with a uniform density of faults and asserts that the thresholds found this way agree with the formula; with rough silicon-like constants they are 0.291 percent in tension and 0.582 percent in compression. It also asserts that none of 1012 trial fault populations lowers the energy at 99 percent of the tensile threshold strain, for either sign of strain. The edge-dislocation energy is compared with an integral over its stress field, and the ribbon width with a force balance. The output also gives estimates for finite thickness, from 1.06 percent at 10 nm to 0.307 percent at 1000 nm, and for surface steps and loop nucleation. Fault energies are taken as additive, so twins formed on adjacent planes are not covered.

## Numerical check

```python
"""
Result under test: faulting a perfect, coherently strained (001) film by
Shockley partials can lower the energy only if
    |strain| > gamma / (m * M * b).
gamma: intrinsic fault energy (J/m^2), M: biaxial modulus (GPa),
b: partial Burgers length (nm), m: resolved-shear (Schmid) factor.
Units: GPa*nm = J/m^2, GPa*nm^2 = nJ/m, GPa*nm^3 = 1e-18 J.
Elastic constants and surface energy are rough silicon-like values.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import dblquad
from scipy.optimize import brentq, minimize_scalar

gamma, M_given, b, m_given = 0.055, 180.0, 0.222, 0.471
C11, C12, C44 = 166.0, 64.0, 80.0
surface_energy = 1.4
a = b * np.sqrt(6.0)

threshold = gamma / (m_given * M_given * b)
assert round(100 * threshold, 2) == 0.29

# Allowed fault vectors, found from atomic distances in the diamond lattice
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
basis = np.vstack([fcc, fcc + 0.25])
cells = np.array(list(itertools.product(range(-3, 4), repeat=3)))
atoms = (cells[:, None, :] + basis[None, :, :]).reshape(-1, 3)
candidates = {tuple(np.array(p) * np.array(s))
              for p in itertools.permutations((1, 1, 2))
              for s in itertools.product((1, -1), repeat=3)}
normals = [(1, 1, 1), (-1, 1, 1), (1, -1, 1), (1, 1, -1)]
variants = []          # (plane index, slip vector in nm, unit normal)
allowed_gap, forbidden_gap = [], []
for plane, n in enumerate(normals):
    N = np.array(n) / np.sqrt(3.0)
    height = atoms @ N
    levels = np.unique(np.round(height, 6))
    gaps, mids = np.diff(levels), (levels[1:] + levels[:-1]) / 2
    narrow = np.where((gaps > 0.1) & (gaps < 0.2))[0]
    k = narrow[np.argmin(abs(mids[narrow]))]
    lower = atoms[height < mids[k]]
    layer = atoms[abs(height - levels[k + 1]) < 1e-4]
    atom = layer[np.argmin(np.linalg.norm(layer, axis=1))]
    count = 0
    for c in sorted(candidates):
        if np.dot(c, n) != 0:
            continue
        s = np.array(c) / 6.0
        distance = np.linalg.norm(lower - atom - s, axis=1).min()
        if distance > 0.43:
            variants.append((plane, s * a, N))
            allowed_gap.append(distance * a)
            count += 1
        else:
            forbidden_gap.append(distance * a)
    assert count == 3
assert len(variants) == 12 and len(forbidden_gap) == 12

# Signed resolved-shear factors for unit biaxial tension
unit_stress = np.diag([1.0, 1.0, 0.0])
factors = np.array([s @ unit_stress @ N / b for _, s, N in variants])
m_tension, m_compression = factors.max(), -factors.min()
assert abs(m_tension - np.sqrt(2) / 3) < 1e-12
assert abs(m_compression - np.sqrt(2) / 6) < 1e-12
assert abs(m_tension - m_given) < 5e-4

# Trailing partial: completes a lattice translation after the leading one
lead = int(np.argmax(factors))
trailing = []
for j, (plane, s, N) in enumerate(variants):
    if plane == variants[lead][0] and j != lead:
        total = (variants[lead][1] - s) / a
        twice = 2 * total
        assert np.allclose(twice, np.round(twice), atol=1e-9)
        assert abs(np.linalg.norm(total) - np.sqrt(0.5)) < 1e-9
        trailing.append(-s @ unit_stress @ N / b)
m_trailing = min(trailing)
assert m_trailing > 0

# Full cubic elastic energy of a film with a density of faults (1/nm)
stiffness = np.diag([C11, C11, C11, C44, C44, C44])
for i, j in itertools.permutations(range(3), 2):
    stiffness[i, j] = C12
plastic = []
for _, s, N in variants:
    t = np.outer(s, N)
    t = t + t.T
    plastic.append([t[0, 0] / 2, t[1, 1] / 2, t[2, 2] / 2,
                    t[1, 2], t[0, 2], t[0, 1]])
plastic = np.array(plastic)
fixed, free = [0, 1, 5], [2, 3, 4]


def film_energy(strain, density):
    """Elastic energy density, minimized over out-of-plane strains."""
    e = np.zeros(6)
    e[fixed] = np.array([strain, strain, 0.0]) - (density @ plastic)[fixed]
    e[free] = np.linalg.solve(stiffness[np.ix_(free, free)],
                              -stiffness[np.ix_(free, fixed)] @ e[fixed])
    return 0.5 * e @ stiffness @ e


def driving_energy(strain):
    """Largest elastic energy released per unit fault area."""
    step = 1e-4
    return max((film_energy(strain, -step * u) - film_energy(strain, step * u))
               / (2 * step) for u in np.eye(12))


M_cubic = C11 + C12 - 2 * C12**2 / C11
assert abs(film_energy(0.01, np.zeros(12)) / 0.01**2 - M_cubic) < 1e-8
tension_limit = brentq(lambda e: driving_energy(e) - gamma, 1e-5, 0.05)
compression_limit = -brentq(lambda e: driving_energy(e) - gamma, -0.05, -1e-5)
assert abs(tension_limit * m_tension * M_cubic * b / gamma - 1) < 1e-7
assert abs(compression_limit * m_compression * M_cubic * b / gamma - 1) < 1e-7
assert abs(tension_limit / threshold - 1) < 0.01


def excess(strain, density):
    return (film_energy(strain, density) - film_energy(strain, np.zeros(12))
            + gamma * density.sum())


rng = np.random.default_rng(4)
trials = list(1e-3 * np.eye(12))
trials += [10**rng.uniform(-5, -1) * rng.random(12)
           * (rng.random(12) < 0.5) for _ in range(1000)]
trials = [d for d in trials if d.sum() > 0]
for sign in (1, -1):
    assert all(excess(sign * 0.99 * tension_limit, d) > 0 for d in trials)
assert excess(1.01 * tension_limit, 1e-5 * np.eye(12)[lead]) < 0
assert excess(-1.01 * tension_limit, 1e-5 * np.eye(12)[lead]) > 0

# Edge-dislocation energy from its stress field (isotropic averages)
mu = (C11 - C12 + 3 * C44) / 5
bulk = (C11 + 2 * C12) / 3
nu = (3 * bulk - 2 * mu) / (2 * (3 * bulk + mu))
K = mu * b**2 / (4 * np.pi * (1 - nu))
core = b / 4


def edge_stress(x, y):
    D, r4 = mu * b / (2 * np.pi * (1 - nu)), (x * x + y * y)**2
    return (-D * y * (3 * x * x + y * y) / r4,
            D * y * (x * x - y * y) / r4, D * x * (x * x - y * y) / r4)


def ring_energy(angle, r):
    sxx, syy, sxy = edge_stress(r * np.cos(angle), r * np.sin(angle))
    return r * (sxx**2 + syy**2 + 2 * sxy**2
                - nu * (sxx + syy)**2) / (4 * mu)


integrated = dblquad(ring_energy, 1.0, 5.0, 0.0, 2 * np.pi)[0]
assert abs(integrated / (K * np.log(5.0)) - 1) < 1e-7

# The 30-degree partial has edge part b/2; the 90-degree one has no screw part
ribbon = brentq(lambda d: edge_stress(d, 0.0)[2] * b / 2 - gamma, 0.1, 100.0)
assert abs(ribbon * gamma / K - 1) < 1e-8

# Finite films: fault strip plus one partial left at the interface
sin_plane = np.sqrt(1 - variants[lead][2][2]**2)


def line_energy(h):
    return K * np.log(h / core)


def film_limit(h, m, M):
    return gamma / (m * M * b) + line_energy(h) * sin_plane / (h * m * M * b)


thicknesses = [10.0, 30.0, 100.0, 300.0, 1000.0]
limits = [film_limit(h, m_given, M_given) for h in thicknesses]
for h in thicknesses:
    root = brentq(lambda e: h / sin_plane * (gamma - driving_energy(e))
                  + line_energy(h), 1e-5, 0.1)
    assert abs(root / film_limit(h, m_tension, M_cubic) - 1) < 1e-7
assert all(np.diff(limits) < 0) and limits[-1] > threshold

# Sizes of neglected effects
step_height = abs(variants[lead][1][2])
step_energy = surface_energy * step_height
assert step_energy < line_energy(thicknesses[0])
test_strain = 0.01
net_gain = m_given * M_given * b * test_strain - gamma


def half_loop(R):
    return np.pi * R * line_energy(R) - 0.5 * np.pi * R**2 * net_gain


peak = minimize_scalar(lambda R: -half_loop(R), bounds=(1.0, 100.0),
                       method="bounded")
assert 1.1 < peak.x < 99.0
barrier_eV = half_loop(peak.x) * 1e-18 / constants.e
thermal_eV = constants.k * 1000.0 / constants.e

print(f"Fault energy: {gamma:.3f} J/m^2")
print(f"Biaxial modulus, given: {M_given:.0f} GPa")
print(f"Partial Burgers length: {b:.3f} nm")
print(f"Schmid factor, given: {m_given:.3f}")
print(f"m*M*b: {m_given * M_given * b:.3f} J/m^2 per unit strain")
print(f"Threshold strain: {100 * threshold:.4f} percent")
print(f"Film stress at threshold: {M_given * threshold:.3f} GPa")
print(f"Resolved shear stress gamma/b: {gamma / b:.3f} GPa")
print(f"Lattice parameter b*sqrt(6): {a:.4f} nm")
print(f"Closest atoms, allowed fault: {min(allowed_gap):.4f} nm")
print(f"Closest atoms, opposite slip: {max(forbidden_gap):.4f} nm")
print(f"Best factor in tension: {m_tension:.4f}")
print(f"Best factor in compression: {m_compression:.4f}")
print(f"Trailing-partial factor in tension: {m_trailing:.4f}")
print(f"Rough C11, C12, C44: {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"Biaxial modulus from these: {M_cubic:.2f} GPa")
print(f"Energy-model limit, tension: {100 * tension_limit:.4f} percent")
print(f"Energy-model limit, compression: {100 * compression_limit:.4f} percent")
print(f"Mixed fault populations tried: {len(trials)}")
print(f"Average shear modulus: {mu:.1f} GPa")
print(f"Average Poisson ratio: {nu:.3f}")
print(f"Line-energy prefactor K: {K:.4f} nJ/m")
print(f"Core cutoff b/4: {core:.4f} nm")
print(f"Sine of fault-plane inclination: {sin_plane:.4f}")
for h, e in zip(thicknesses, limits):
    print(f"Estimated limit at {h:.0f} nm: {100 * e:.3f} percent")
print(f"Zero-strain ribbon width: {ribbon:.2f} nm")
print(f"Rough surface energy: {surface_energy:.1f} J/m^2")
print(f"Surface-step height: {step_height:.4f} nm")
print(f"Surface-step energy: {step_energy:.3f} nJ/m")
print(f"Line energy at 10 nm: {line_energy(10.0):.3f} nJ/m")
print(f"Line energy at 100 nm: {line_energy(100.0):.3f} nJ/m")
print(f"Limit, fault energy -10 percent: {90 * threshold:.3f} percent")
print(f"Limit, fault energy +10 percent: {110 * threshold:.3f} percent")
print(f"Modulus change if slope is 5: {500 * threshold:.2f} percent")
print(f"Strain for half-loop estimate: {100 * test_strain:.1f} percent")
print(f"Net gain per fault area there: {net_gain:.4f} J/m^2")
print(f"Critical half-loop radius: {peak.x:.1f} nm")
print(f"Half-loop barrier: {barrier_eV:.0f} eV")
print(f"Thermal energy at 1000 K: {thermal_eV:.4f} eV")
print("ALL CHECKS PASSED")
```

It prints:

```
Fault energy: 0.055 J/m^2
Biaxial modulus, given: 180 GPa
Partial Burgers length: 0.222 nm
Schmid factor, given: 0.471
m*M*b: 18.821 J/m^2 per unit strain
Threshold strain: 0.2922 percent
Film stress at threshold: 0.526 GPa
Resolved shear stress gamma/b: 0.248 GPa
Lattice parameter b*sqrt(6): 0.5438 nm
Closest atoms, allowed fault: 0.2355 nm
Closest atoms, opposite slip: 0.0785 nm
Best factor in tension: 0.4714
Best factor in compression: 0.2357
Trailing-partial factor in tension: 0.2357
Rough C11, C12, C44: 166, 64, 80 GPa
Biaxial modulus from these: 180.65 GPa
Energy-model limit, tension: 0.2909 percent
Energy-model limit, compression: 0.5818 percent
Mixed fault populations tried: 1012
Average shear modulus: 68.4 GPa
Average Poisson ratio: 0.217
Line-energy prefactor K: 0.3426 nJ/m
Core cutoff b/4: 0.0555 nm
Sine of fault-plane inclination: 0.8165
Estimated limit at 10 nm: 1.064 percent
Estimated limit at 30 nm: 0.604 percent
Estimated limit at 100 nm: 0.404 percent
Estimated limit at 300 nm: 0.335 percent
Estimated limit at 1000 nm: 0.307 percent
Zero-strain ribbon width: 6.23 nm
Rough surface energy: 1.4 J/m^2
Surface-step height: 0.1813 nm
Surface-step energy: 0.254 nJ/m
Line energy at 10 nm: 1.779 nJ/m
Line energy at 100 nm: 2.568 nJ/m
Limit, fault energy -10 percent: 0.263 percent
Limit, fault energy +10 percent: 0.321 percent
Modulus change if slope is 5: 1.46 percent
Strain for half-loop estimate: 1.0 percent
Net gain per fault area there: 0.1332 J/m^2
Critical half-loop radius: 17.3 nm
Half-loop barrier: 276 eV
Thermal energy at 1000 K: 0.0862 eV
ALL CHECKS PASSED
```
